# The three-halves law for field-evaporation barriers near the critical field

## Definitions and conventions

An atom leaves a surface along the outward coordinate $x$ in an electric field of magnitude $F$. Its potential energy is $U(x,F)$, taken as a smooth function of both arguments. Subscripts denote partial derivatives, so $U_{xF}=\partial^2U/\partial x\,\partial F$.

Just below a critical field $F_c$ the potential has a minimum at $x_m$ and, further out, a barrier top at $x_b$. The activation energy and the field deficit are

$$Q(F)=U(x_b,F)-U(x_m,F),\qquad \delta=F_c-F .$$

At $F_c$ the two points merge at $x_c$. There the slope and the curvature both vanish, $U_x=U_{xx}=0$. Two further derivatives at the merger decide what follows:

$$b=U_{xF}(x_c,F_c),\qquad c=U_{xxx}(x_c,F_c).$$

Lengths are in nm, energies in eV and fields in V/nm; $e$ is the elementary charge.

**Statement.** If $b\neq0$, $c\neq0$ and the pair exists below $F_c$, then

$$Q=\frac{4\sqrt2}{3}\,\frac{|b|^{3/2}}{|c|^{1/2}}\,\delta^{3/2}\,[1+O(\delta)] .\tag{1}$$

The two inequalities are called the generic conditions below. The two equations $U_x=U_{xx}=0$ fix the two unknowns $x_c$ and $F_c$. A vanishing $b$ or $c$ would be a third condition, met only if a further parameter is tuned or a symmetry imposes it.

The signs are as follows. At $F_c$ the potential near $x_c$ is $U\approx U_c+c(x-x_c)^3/6$. It must fall outwards for the atom to escape, so $c<0$. The outward force is $-U_x$, and the field increases it, so $b<0$. Hence $b/c>0$.

## Where the minimum and the barrier lie

Both points satisfy $U_x(x,F)=0$. Near the merger this cannot be solved smoothly for $x$, because $U_{xx}=0$. It can be solved for $F$, because $U_{xF}=b\neq0$: the implicit function theorem gives a smooth function $F=\varphi(x)$ with $U_x(x,\varphi(x))=0$. Differentiating this identity once and twice gives

$$U_{xx}+U_{xF}\varphi'=0,$$
$$U_{xxx}+2U_{xxF}\varphi'+U_{xFF}\varphi'^2+U_{xF}\varphi''=0 .$$

At $x_c$ the first yields $\varphi'=0$, and then the second yields $\varphi''=-c/b$. With $\xi=x-x_c$,

$$\delta=F_c-\varphi(x)=\frac{c}{2b}\,\xi^2+O(\xi^3).\tag{2}$$

Since $c/b>0$, there are two solutions for $\delta>0$ and none nearby for $\delta<0$. To leading order they are $\xi=\pm\sqrt{2b\delta/c}$. The curvature there is $U_{xx}\approx c\,\xi$. As $c<0$, the inner point ($\xi<0$) is the minimum and the outer one the barrier top. Their separation is

$$x_b-x_m\approx2\sqrt{2b\delta/c}.\tag{3}$$

The curvatures are $\pm\sqrt{2bc\,\delta}$ to the same order. For an atom of mass $M$ the vibration frequency in the well, $\omega_m=\sqrt{U_{xx}/M}$, therefore falls as $\delta^{1/4}$: the well softens as it disappears.

## Integrating the barrier

For $\delta>0$ both points move differentiably with $F$, and the chain rule gives

$$\frac{dQ}{dF}=U_F(x_b,F)-U_F(x_m,F)+U_x(x_b,F)\frac{dx_b}{dF}-U_x(x_m,F)\frac{dx_m}{dF}.$$

The last two terms vanish because $U_x=0$ at both points. The difference of the first two is the integral of $U_{xF}$ from $x_m$ to $x_b$, which is $b(x_b-x_m)$ to leading order. With $d\delta=-dF$, $b=-|b|$ and equation (3),

$$\frac{dQ}{d\delta}=2|b|\sqrt{\frac{2b}{c}}\;\delta^{1/2}
=2\sqrt2\,\frac{|b|^{3/2}}{|c|^{1/2}}\,\delta^{1/2}.$$

At $\delta=0$ the points coincide, so $Q=0$. Integration supplies the factor $2/3$ and gives (1).

The power has a simple reading. Near the merger the field lowers the barrier at a rate equal to $|b|$ times the distance between well and top; for a linear tilt $|b|$ is the charge. That distance itself shrinks as $\delta^{1/2}$, so the barrier closes with zero slope.

## Why the correction is of order $\delta$

Equation (2) has the form $\delta=\xi^2g(\xi)$ with $g$ smooth and $g(0)=c/2b>0$. Define the signed root $s=\xi\sqrt{g(\xi)}$. It is smooth with non-zero slope at $\xi=0$, so it can be inverted to a smooth $\xi=X(s)$. The minimum is at $s=-\sqrt\delta$ and the barrier top at $s=+\sqrt\delta$. With the smooth function $h(s)=U(x_c+X(s),F_c-s^2)$,

$$Q=h(\sqrt\delta)-h(-\sqrt\delta).$$

This is odd in $\sqrt\delta$. After $\delta^{3/2}$ the next possible term is $\delta^{5/2}$, a relative correction of order $\delta$, not $\sqrt\delta$.

For a linear tilt, $U=V(x)-qFx$ with fixed charge $q>0$, the correction is explicit. Let $c_3,c_4,c_5$ be the third to fifth derivatives of $V$ at $x_c$; here $b=-q$ and $c=c_3<0$. The condition $V'(x)=qF$, subtracted from $V'(x_c)=qF_c$, reads

$$q\delta=-\frac{c_3}{2}\xi^2-\frac{c_4}{6}\xi^3-\frac{c_5}{24}\xi^4-\dots$$

Divide by $|c_3|/2$ and set $\sigma^2=2q\delta/|c_3|$, $P=c_4/(3c_3)$, $R=c_5/(12c_3)$:

$$\sigma^2=\xi^2(1+P\xi+R\xi^2+\dots).$$

The signed root is $\sigma=\xi+\tfrac P2\xi^2+\left(\tfrac R2-\tfrac{P^2}{8}\right)\xi^3+\dots$. Insert $\xi=\sigma+a\sigma^2+\kappa\sigma^3$ and compare powers. The second order gives $a=-P/2$. The third gives $\kappa+Pa+\tfrac R2-\tfrac{P^2}8=0$, hence

$$\kappa=\frac{5P^2}{8}-\frac R2=\frac{5c_4^2}{72c_3^2}-\frac{c_5}{24c_3}.$$

The separation is the difference between the values at $+\sigma$ and $-\sigma$, that is $2\sigma+2\kappa\sigma^3$. With $dQ=q(x_b-x_m)\,d\delta$ and $q\,d\delta=|c_3|\sigma\,d\sigma$,

$$Q=\frac23|c_3|\sigma^3\left[1+\frac35\kappa\sigma^2+\dots\right].\tag{4}$$

## Many coordinates

A surface atom moves sideways and drags its neighbours. Let $\mathbf r$ hold all coordinates, and let the Hessian $H$ at the merger $\mathbf r_c$ have one simple zero eigenvalue with unit vector $\mathbf v$, all others being positive. Write $\mathbf r=\mathbf r_c+\xi\mathbf v+\mathbf w$ with $\mathbf w\perp\mathbf v$.

The components of $\nabla U=0$ perpendicular to $\mathbf v$ can be solved for a smooth $\mathbf w=\mathbf W(\xi,F)$, because $H$ is invertible in that subspace. Differentiating them with respect to $\xi$ at the merger, where $H\mathbf v=0$, gives $\mathbf W_\xi=0$.

Let $u(\xi,F)=U(\mathbf r_c+\xi\mathbf v+\mathbf W,F)$. Its stationary points and their energies are those of $U$, so $Q$ is the same. Since $\mathbf W_\xi\perp\mathbf v$ and the perpendicular gradient vanishes,

$$u_\xi=\mathbf v\cdot\nabla U,\qquad u_{\xi\xi}=\mathbf v\cdot H(\mathbf v+\mathbf W_\xi).$$

Differentiate the first with respect to $F$ and the second with respect to $\xi$. Every term containing $\mathbf v\cdot H$ vanishes at the merger, leaving

$$b=\mathbf v\cdot\nabla U_F,\qquad c=D^3U[\mathbf v,\mathbf v,\mathbf v],$$

where $D^3U[\mathbf v,\mathbf v,\mathbf v]$ is the third derivative along $\mathbf v$. Equation (1) then holds unchanged. The barrier top is now a saddle, unstable along one direction.

A dimensionless example is $U=(1-e^{-x})^2+\tfrac34(z-0.4x^2)^2-F(x+0.3z)$. Solving numerically for the merger gives a soft direction $(0.90,0.43)$, so the escape is oblique. The numerically found barrier differs from the leading law by 0.26% of the latter at a deficit of 1% of $F_c$, and by 0.026% at 0.1%. The tenfold drop is the $O(\delta)$ correction.

## Cases with another power

*Symmetric well.* Take $U=1-\cos x-Fx^2/2$, dimensionless, with $F_c=1$. Near $x=0$, $U\approx\delta x^2/2-x^4/24$. The minimum at zero meets two barriers at $x^2=6\delta$, and $Q\approx\tfrac32\delta^2$. Symmetry makes $b=c=0$, and the power is 2.

*Flat maximum of the restoring force.* Take $V'=\cos(x^2)\approx1-x^4/2$ and $U_x=V'-F$, again with $F_c=1$. The stationary points are $\pm X$ with $X^4=2\delta$, and

$$Q\approx\int_{-X}^{X}\left(\delta-\frac{x^4}{2}\right)dx=\frac85\,\delta\,(2\delta)^{1/4}.$$

The power is $5/4$. Here $b\neq0$, but the third and fourth derivatives of $U$ both vanish.

*Image-force hump above a fixed level.* Let the atom start at a fixed energy $-D$ and the ion outside have $U=-A/x-eFx$ with $A=e^2/(16\pi\varepsilon_0)$. The top, at $A/x^2=eF$, has energy $-2\sqrt{AeF}$, so $Q=D-2\sqrt{AeF}$. This vanishes at $eF=D^2/(4A)$ with finite slope: the power is 1. For $D=6$ eV the field is 25 V/nm. The hump reaches the starting level, but no smooth minimum merges with it, so the assumptions behind (1) are absent.

## A Morse well in a field

Let $U=D(1-e^{-\alpha x})^2-eFx$ and $y=e^{-\alpha x}$. Since $dy/dx=-\alpha y$,

$$U_x=2D\alpha(y-y^2)-eF .$$

The largest value of $y-y^2$ is $1/4$, at $y=1/2$. Therefore

$$eF_c=\frac{D\alpha}{2},\qquad x_c=\frac{\ln2}{\alpha}.$$

Below $F_c$, $y-y^2=F/(4F_c)$ has the roots $y=(1\pm s)/2$, where from here on $s=\sqrt{1-F/F_c}$. The larger $y$ belongs to the smaller $x$, hence to the minimum. The well energies differ by

$$D\left[\left(\frac{1+s}{2}\right)^2-\left(\frac{1-s}{2}\right)^2\right]=Ds,$$

and the positions by $x_b-x_m=\alpha^{-1}\ln\frac{1+s}{1-s}=(2/\alpha)\,\mathrm{artanh}\,s$. With $eF=\tfrac12D\alpha(1-s^2)$,

$$Q=D\left[s-(1-s^2)\,\mathrm{artanh}\,s\right].$$

Inserting $\mathrm{artanh}\,s=s+s^3/3+s^5/5+\dots$ cancels the linear terms:

$$Q=\frac{2D}{3}\left(1-\frac F{F_c}\right)^{3/2}\left[1+\frac15\left(1-\frac F{F_c}\right)+\dots\right].\tag{5}$$

Equation (4) agrees. Each derivative multiplies $y$ by $-\alpha$ and $y^2$ by $-2\alpha$, so at $y=1/2$ one finds $c_3=-D\alpha^3$, $c_4=3D\alpha^4$, $c_5=-7D\alpha^5$. Then $\kappa=\alpha^2/3$, $\sigma^2=s^2/\alpha^2$, and the correction is $s^2/5$. At zero field the full expression gives $Q=D$, whereas the leading term gives $2D/3$: the law belongs to the neighbourhood of $F_c$.

## Example: chromium in an atom probe

Take a singly charged Cr ion with rough, round parameters $D=6$ eV, $\alpha=10$ nm$^{-1}$ and mass 52 u. Then $F_c=6\times10/2=30$ V/nm, $x_c=0.069$ nm, and the prefactor is $2D/3=4$ eV. At $F/F_c=0.80$ the leading law gives $4\times0.20^{3/2}=0.358$ eV.

| $F/F_c$ | full $Q$ (eV) | leading (eV) | with correction (eV) |
|---|---|---|---|
| 0.80 | 0.373 | 0.358 | 0.372 |
| 0.90 | 0.129 | 0.126 | 0.129 |
| 0.95 | 0.0452 | 0.0447 | 0.0452 |

For the rate, use classical one-dimensional transition-state theory. The outward flux at the top is $\sqrt{k_BT/2\pi M}$, the thermal average of the velocity with inward motion counted as zero, times the probability density there. For a harmonic well that density is $e^{-Q/k_BT}\sqrt{U_{xx}(x_m)/(2\pi k_BT)}$. Hence

$$k=\nu e^{-Q/k_BT},\qquad \nu=\frac{\omega_m}{2\pi}.$$

Differentiating $U_x$ gives $U_{xx}(x_m)=D\alpha^2s(1+s)$, which fixes $\nu$.

Choose $k=10^5$ s$^{-1}$ per atom and solve numerically for the field. At 50 K the result is $F=27.9$ V/nm, a relative deficit of 0.0695, with $\nu=3.06$ THz. The barrier is $Q=k_BT\ln(\nu/k)=17.24\,k_BT=0.0743$ eV. Inverting the leading law gives

$$1-\frac F{F_c}\approx\left(\frac{3Q}{2D}\right)^{2/3}=\left(\frac{3\times0.0743}{12}\right)^{2/3}=0.0701,$$

close to the full value. A linear law with the same $D$ and $F_c$, $Q=D(1-F/F_c)$, would give 0.417 eV at this field, 5.6 times the barrier of the model.

At 80 K and the same rate, $F=27.1$ V/nm and the deficit is 0.0950. The ratio of deficits is 1.368, equal at this precision to $(80/50)^{2/3}$. The match is partly a cancellation: $\nu$ grows with the deficit and so raises the required $Q/k_BT$, while the correction in (5) reduces the deficit needed for a given $Q$.

The activated picture itself requires $Q\gg k_BT$. It is lost before the relative deficit shrinks to about $(3k_BT/2D)^{2/3}$, where $Q$ is only $k_BT$, although (1) still describes the potential there.

## What the model leaves out

**Quantum motion.** Let $\omega_b$ be the frequency belonging to the barrier's curvature magnitude, $D\alpha^2s(1-s)$, and let $u_{b,m}=\hbar\omega_{b,m}/(2k_BT)$. A parabolic barrier transmits a fraction $[1+e^{-2\pi E/\hbar\omega_b}]^{-1}$ at energy $E$ above its top. Its thermal average, relative to the classical step, is $u_b/\sin u_b$ for $u_b<\pi$. Replacing the classical partition function of the well, $1/(2u_m)$, by $1/(2\sinh u_m)$ multiplies the rate by $\sinh u_m/u_m$. At the 50 K point the factors are 1.25 and 1.40, together 1.75. Since $dQ/dF=-e(x_b-x_m)$ and the separation is 0.054 nm, this lowers the field for the same rate by about 0.04 V/nm. With the field, and so $\omega_b$, held at this operating point, the barrier factor diverges at $T=\hbar\omega_b/(2\pi k_B)=18$ K; near and below that temperature this estimate cannot be used.

**Well shape.** Replacing the harmonic well by a numerical integral over the actual one multiplies the rate by 0.99.

**Polarization.** Add $-\tfrac12(4\pi\varepsilon_0a)F^2e^{-\alpha x}$ with a rough polarizability volume $a=0.002$ nm$^3$, keeping $D$ and $\alpha$ fixed. The merger moves to 34.2 V/nm and the leading prefactor, $Q/(1-F/F_c)^{3/2}$, becomes 2.9 eV. The slope of $\ln Q$ against $\ln\delta$, taken between deficits of 0.1% and 0.2%, is 1.501. The shift depends strongly on $a$: 0.001 nm$^3$ gives 31.8 V/nm and 0.003 nm$^3$ gives 38.0 V/nm, while just above 0.004 nm$^3$ this form of the potential loses the merger altogether. The polarizability volume of a free Cr atom, roughly 0.01 nm$^3$, lies beyond that limit, so this term with these parameters cannot be used with the free-atom value.

**Image tail.** Adding $-A/(x+0.2\ \text{nm})$ to the original well instead gives $F_c=35.1$ V/nm, a prefactor of 4.8 eV and a slope of 1.500. The Morse well already stands for part of this attraction, so the shift shows a size and is not a correction.

**The real case.** The model's 30 V/nm lies near the rough evaporation field of chromium because the parameters were chosen to place it there; it is not a prediction. A real atom transfers charge gradually as it leaves, and the field differs between surface sites. The model's fixed charge and single field value ignore both effects. With the polarizability volume of 0.002 nm$^3$ chosen above, polarization moves $F_c$ by 14%; this shows a possible size, not a value for chromium. At 50 K, raising the local field by 1% from the operating point multiplies the model rate by 28, far more than the quantum factors do. Energy exchange with the lattice, recrossing of the barrier, motion of neighbours and later ionization of the departing ion are not included in the rate. Within the stated smoothness and generic conditions, changes to the potential that keep the merger can alter $F_c$, $b$ and $c$, but not the power $3/2$.

Numerical values quoted here were computed with a short program.
